\section*{Moment hierarchy for implanted ion ranges from backward transport}

\section{What symmetry and dimensions fix}

An ion starts at the origin with energy $E$ and direction $\mathbf v$ (a unit vector) in an infinite, homogeneous, amorphous medium. It comes to rest at the displacement $\mathbf R$. Depth is measured along a fixed unit vector $\mathbf e$, so $x=\mathbf e\cdot\mathbf R$, and $\eta=\mathbf e\cdot\mathbf v$ is the initial direction cosine.

Split $\mathbf R$ into a part $r_\parallel$ along $\mathbf v$ and a part of length $r_\perp$ perpendicular to it. If $\psi$ is the azimuth of the perpendicular part about $\mathbf v$, then
\begin{equation}
x=\eta\,r_\parallel+\sqrt{1-\eta^2}\;r_\perp\cos\psi .
\end{equation}
In an amorphous medium $\psi$ is uniformly distributed. In the average of $x^n$ the odd powers of $\cos\psi$ vanish, which leaves terms $\eta^{n-2j}(1-\eta^2)^j$. Thus $\langle x^n\rangle$ is a polynomial in $\eta$ of degree at most $n$ and parity $(-1)^n$:
\begin{equation}
\langle x^n\rangle(E,\eta)=\sum_{l}(2l+1)\,M_l^n(E)\,P_l(\eta),\qquad l\le n,\quad l+n\ \text{even}.
\label{expansion}
\end{equation}
The $P_l$ are Legendre polynomials. Normalization gives $M_0^0=1$; an ion without energy does not move, so $M_l^n(0)=0$ for $n\ge1$.

Dimensions restrict the energy dependence once the stopping law is given. In the model used below they fix it completely if there is no electronic loss. This model has a nuclear constant $A$ (energy per length) and electronic loss $k\sqrt E$ per length. The available length is $E/A$ and the available dimensionless number is $k\sqrt E/A$. Hence
\begin{equation}
\langle x^n\rangle=\left(\frac EA\right)^{n}F_n\!\left(\frac{k\sqrt E}{A},\eta,\mu\right),
\label{scaling}
\end{equation}
where $\mu$ is the target mass divided by the ion mass. Transport theory must supply $F_n$.

\section{Collisions and the statement}

Collisions are independent, binary and elastic, with target atoms at rest. At atomic density $N$, $N\,d\sigma(E,T)$ is the probability per unit path of an energy transfer $T$. Electronic loss $N S_e(E)$ per unit path is continuous, without straggling or deflection. Binding energies are neglected.

Let $\phi$ be the laboratory deflection and $t=T/E$. With ion mass $M_1$ and target mass $M_2$, the squared momenta are $2M_1E$ before the collision, $2M_1(E-T)$ after it, and $2M_2T$ for the recoil. Momentum conservation gives
\begin{equation}
2M_2T=2M_1E+2M_1(E-T)-4M_1\sqrt{E(E-T)}\cos\phi .
\end{equation}
Dividing by $2M_1E$ and solving for the cosine,
\begin{equation}
\cos\phi=\frac{1-\tfrac12(1+\mu)t}{\sqrt{1-t}},\qquad
0\le t\le\gamma=\frac{4\mu}{(1+\mu)^2}.
\label{angle}
\end{equation}
The upper limit is the head-on transfer. With $r=\sqrt{1-t}$ this reads $\cos\phi=\frac12[(1-\mu)/r+(1+\mu)r]$. For $\mu<1$ the sum of two positive terms is at least twice the root of their product, so $\cos\phi\ge\sqrt{1-\mu^2}$ and $\sin\phi\le\mu$: an ion much heavier than the target atoms is deflected little in each collision. For $\mu>1$, $t=\gamma$ gives $r=(\mu-1)/(\mu+1)$ and $\cos\phi=-1$: a light ion can be turned back.

Define, for each $l$, the operator
\begin{equation}
(L_lf)(E)=N\!\int\! d\sigma\,[f(E)-P_l(\cos\phi)f(E-T)]+N S_e\frac{df}{dE}.
\label{operator}
\end{equation}
The result to be derived is
\begin{equation}
L_lM_l^n=Q_l^n,\qquad
Q_l^n=\frac{n}{2l+1}\left[l\,M_{l-1}^{n-1}+(l+1)M_{l+1}^{n-1}\right].
\label{hierarchy}
\end{equation}
Each order is driven by the order below.

The integral in (\ref{operator}) may converge even if the total cross section does not. For small $t$, (\ref{angle}) gives $\cos\phi\simeq1-\mu t/2$. Since $P_l'(1)=l(l+1)/2$, the bracket is
\begin{equation}
f(E)-P_l(\cos\phi)f(E-T)\simeq T\left[f'(E)+\frac{l(l+1)\mu}{4E}f(E)\right],
\label{soft}
\end{equation}
so a finite $\int T\,d\sigma$ suffices for smooth $f$. Where a total collision rate appears below, a small lower limit on $T$ is understood; it is removed after the difference has been formed.

\section{First derivation: the first path element}

Let $p(x|E,\eta)\,dx$ be the probability of coming to rest between $x$ and $x+dx$. Over a first path element $\delta R$ the ion advances in depth by $\eta\,\delta R$. It then either has collided, with energy $E-T$ and direction cosine $\eta'$, or has lost only electronic energy. The medium is homogeneous, so the rest of the journey is a new implantation with shifted origin:
\begin{align}
p(x|E,\eta)={}&\delta R\,N\!\int\! d\sigma\,\langle p(x-\eta\delta R|E-T,\eta')\rangle\nonumber\\
&+\Bigl(1-\delta R\,N\!\int\! d\sigma\Bigr)p(x-\eta\delta R|E-N S_e\delta R,\eta).
\end{align}
The brackets average over the azimuth of the collision. To first order the last line is
\begin{equation}
p-\eta\,\delta R\,\frac{\partial p}{\partial x}-N S_e\,\delta R\,\frac{\partial p}{\partial E}-\delta R\,N\!\int\! d\sigma\,p .
\end{equation}
In the collision term, already of first order, the shift can be dropped. Cancelling $p$ and dividing by $\delta R$ gives the backward equation
\begin{equation}
-\eta\frac{\partial p}{\partial x}=N\!\int\! d\sigma\,\langle p(x|E,\eta)-p(x|E-T,\eta')\rangle+N S_e\frac{\partial p}{\partial E}.
\label{backward}
\end{equation}
It is called backward because it acts on the starting variables $E,\eta$.

Multiply by $x^n$ and integrate over $x$. On the left, integration by parts gives
\begin{equation}
-\eta\int x^n\frac{\partial p}{\partial x}\,dx=n\eta\int x^{n-1}p\,dx=n\eta\,\langle x^{n-1}\rangle .
\end{equation}
The boundary term vanishes if $\int_0^E dE'/(N S_e)$ is finite. The path length cannot exceed this integral, so $p$ is zero beyond it. Therefore
\begin{equation}
n\eta\langle x^{n-1}\rangle=N\!\int\! d\sigma\,\bigl\langle\langle x^n\rangle(E,\eta)-\langle x^n\rangle(E-T,\eta')\bigr\rangle+N S_e\frac{\partial\langle x^n\rangle}{\partial E}.
\label{momenteq}
\end{equation}

Now insert (\ref{expansion}). By the addition theorem for Legendre polynomials, averaging over the azimuth gives
\begin{equation}
\langle P_l(\eta')\rangle=P_l(\eta)P_l(\cos\phi),
\label{addition}
\end{equation}
so the right side becomes $\sum_l(2l+1)P_l(\eta)L_lM_l^n$. On the left use $(2l+1)\eta P_l=(l+1)P_{l+1}+lP_{l-1}$:
\begin{align}
n\eta\sum_l(2l+1)M_l^{n-1}P_l
&=n\sum_l M_l^{n-1}\left[(l+1)P_{l+1}+lP_{l-1}\right]\nonumber\\
&=n\sum_l\left[l\,M_{l-1}^{n-1}+(l+1)M_{l+1}^{n-1}\right]P_l .
\label{source}
\end{align}
The second line renames $l+1\to l$ in the first term and $l-1\to l$ in the second. Equating coefficients of $P_l$ and dividing by $2l+1$ gives (\ref{hierarchy}).

\section{Second derivation: the whole trajectory}

This derivation uses neither $p$ nor its differential equation. Let $s$ be the path length already travelled, $S$ its final value, and $D(s)$ the depth still to be gained. Then $D(0)=x$, $D(S)=0$ and $dD/ds=-\eta(s)$. Integrating $d(D^n)/ds=-n\eta D^{n-1}$ along one trajectory,
\begin{equation}
x^n=n\int_0^S\eta(s)\,D(s)^{n-1}\,ds .
\end{equation}
Given the energy and direction at $s$, the future does not depend on the past. The conditional average of $D^{n-1}$ is thus $\langle x^{n-1}\rangle(E(s),\eta(s))$. By (\ref{source}),
\begin{equation}
\langle x^n\rangle(E,\eta)=\left\langle\int_0^S\sum_l(2l+1)Q_l^n(E(s))P_l(\eta(s))\,ds\right\rangle .
\end{equation}
Let $c(s)=\mathbf v(s)\cdot\mathbf v(0)$. Averaging over the azimuth about the initial direction replaces $P_l(\eta(s))$ by $P_l(\eta)P_l(c(s))$. Comparison with (\ref{expansion}) gives
\begin{equation}
M_l^n(E)=\int_0^E\Phi_l(E'|E)\,Q_l^n(E')\,dE',
\label{green}
\end{equation}
\begin{equation}
\Phi_l(E'|E)=\left\langle\int_0^S P_l(c(s))\,\delta(E(s)-E')\,ds\right\rangle .
\end{equation}
$\Phi_0$ is the mean path travelled per unit energy interval during slowing down; $\Phi_l$ weights that path by the memory of the initial direction.

To find the law obeyed by $\Phi_l$, take any smooth $f$ with $f(0)=0$ and follow $P_l(c(s))f(E(s))$. It starts at $f(E)$ and ends at zero. In $ds$ electronic loss changes it by $-P_l(c)N S_e f'\,ds$. A collision changes it, after averaging over its azimuth by (\ref{addition}), from $P_l(c)f(E')$ to $P_l(c)P_l(\cos\phi)f(E'-T)$. The mean change per unit path is therefore $-P_l(c)L_lf$, and summing over the trajectory gives
\begin{equation}
f(E)=\int_0^E\Phi_l(E'|E)\,(L_lf)(E')\,dE'.
\label{forward}
\end{equation}
This is the forward slowing-down balance in integrated form. For $l=0$ and $f=E$ it says that all losses add up to the initial energy.

Let $f$ be the solution of $L_lf=Q_l^n$ with $f(0)=0$. Then (\ref{forward}) and (\ref{green}) have the same right side, so $f=M_l^n$. This is (\ref{hierarchy}) again.

The solution is unique. Suppose the difference $f$ of two solutions is not zero everywhere on the interval from 0 to $E$. Let $E_*$ be the lowest energy at which $|f|$ reaches its maximum on this interval, with the sign chosen so that $f(E_*)>0$. Since $f(0)=0$, $E_*>0$. There $f'\ge0$, and because $|P_l|\le1$ the collision bracket is at least $f(E_*)-|f(E_*-T)|>0$. Hence $L_lf>0$, contradicting $L_lf=0$.

\section{What each derivation assumes}

Both need independent collisions and a homogeneous medium. Homogeneity enters the first as the shift of origin, and the second when the remaining depth is averaged without reference to the present depth. A surface or a layered target breaks both steps; channelling in a crystal violates both the independence of collisions and the azimuthal averages.

The first derivation assumes that $p$ can be differentiated in $x$ and $E$, or that (\ref{backward}) is read as an equation between distributions. It then produces the hierarchy directly. The second needs no smooth $p$, but assumes that $L_lf=Q_l^n$ has a smooth solution vanishing at $E=0$. It identifies that solution with the moment and does not prove its existence. The backward form treats all starting energies together. The forward form fixes one starting energy and resolves where, in energy, the range is accumulated.

\section{The first members}

At normal incidence $\eta=1$ and $R_p=\langle x\rangle=3M_1^1$. Since $Q_1^1=1/3$,
\begin{equation}
L_1R_p=1 .
\end{equation}
For $n=2$, $L_0M_0^2=2M_1^1=\frac23R_p$ and $L_2M_2^2=\frac45M_1^1=\frac4{15}R_p$. If $y$ is a displacement perpendicular to the beam, its second moment is (\ref{expansion}) at $\eta=0$:
\begin{equation}
\langle x^2\rangle=M_0^2+5M_2^2,\qquad \langle y^2\rangle=M_0^2-\tfrac52M_2^2 .
\end{equation}
Thus $\langle R^2\rangle=\langle x^2\rangle+2\langle y^2\rangle=3M_0^2$ and $\langle x^2\rangle-\langle y^2\rangle=\frac{15}2M_2^2$, so that
\begin{equation}
L_0\langle R^2\rangle=2R_p,\qquad L_2\left(\langle x^2\rangle-\langle y^2\rangle\right)=2R_p .
\end{equation}
Two different operators are needed to build $\langle x^2\rangle$. The successive moments at normal incidence therefore do not form a closed chain by themselves beyond the mean; the angular components do. The next orders are
\begin{align}
L_1M_1^3&=M_0^2+2M_2^2, & L_3M_3^3&=\tfrac97M_2^2,\\
L_0M_0^4&=4M_1^3, & L_2M_2^4&=\tfrac45(2M_1^3+3M_3^3),\\
L_4M_4^4&=\tfrac{16}9M_3^3 .
\end{align}

The straggling is $\Delta R_p=(\langle x^2\rangle-R_p^2)^{1/2}$ and the lateral spread is $\Delta R_\perp=\langle y^2\rangle^{1/2}$. For a beam tilted by $\theta$, the depth is $x\cos\theta+y\sin\theta$ in beam coordinates. Symmetry removes $\langle xy\rangle$ and $\langle y\rangle$, so the depth variance is $\Delta R_p^2\cos^2\theta+\Delta R_\perp^2\sin^2\theta$.

Without deflection every $P_l(\cos\phi)$ is 1 and all $L_l$ equal $L_0$. The depth is then $\eta$ times the path length $S$, whose moments obey $L_0\langle S^n\rangle=n\langle S^{n-1}\rangle$. This path-length chain remains valid with deflection, because turning does not alter energy loss here.

\section{A model solved in powers of energy}

Take
\begin{equation}
N\,d\sigma=A\,E^{-1/2}T^{-3/2}\,dT,\qquad N S_e=k\sqrt E .
\end{equation}
The nuclear stopping is $N\int T\,d\sigma=2A\sqrt\gamma$, independent of energy. Acting on a power and setting $T=Et$,
\begin{equation}
L_lE^s=A\,I_l(s)E^{s-1}+k\,s\,E^{s-1/2},
\label{power}
\end{equation}
\begin{equation}
I_l(s)=\int_0^\gamma t^{-3/2}\left[1-P_l(\cos\phi)(1-t)^s\right]dt .
\end{equation}
For $s>0$, $I_l(s)\ge I_0(s)>0$.

In the limit $k\to0$, $L_1R_p=1$ gives $R_p=E/[A I_1(1)]$. The second-order pair then gives
\begin{align}
M_0^2&=\frac{2E^2}{3A^2I_1(1)I_0(2)},\qquad
M_2^2=\frac{4E^2}{15A^2I_1(1)I_2(2)},\\
\langle x^2\rangle&=\frac{2E^2}{3A^2I_1(1)}\left[\frac1{I_0(2)}+\frac2{I_2(2)}\right].
\label{bare}
\end{align}
The relative straggling is then independent of energy.

A rougher estimate uses the soft-collision form (\ref{soft}) for all transfers. With nuclear stopping $S_0=2A\sqrt\gamma$ and $k=0$, the range equation is $S_0[R_p'+\mu R_p/(2E)]=1$. Trying $R_p=aE$ gives $S_0a(1+\mu/2)=1$. Since the mean path is $E/S_0$, their ratio is $1/(1+\mu/2)$.

\section{Two ions with the same energy loss}

Choose $E_0=100$ keV, $A=0.3$ keV/nm and $k=0.02$ keV$^{1/2}$/nm, with $\mu=0.4$ and $\mu=2.5$. These are model parameters, not a named material. Real ions with reciprocal mass ratios do not share $A$ and $k$, and a constant nuclear stopping holds only over a limited energy range. For boron in silicon ($\mu\approx2.5$), standard stopping estimates give a nuclear stopping that falls by a factor of about 2.7 between 10 and 100 keV, and an electronic stopping about seven times the nuclear one at 100 keV, against 0.37 times here. Reciprocal mass ratios share $\gamma=0.816$, so both ions have the same energy-transfer law and path-length distribution. Differences in their depth moments come from deflection. The nuclear stopping is $2(0.3)\sqrt{0.816}=0.542$ keV/nm; the electronic loss at $E_0$ is $0.02\sqrt{100}=0.2$ keV/nm.

Without electronic loss, $E_0/A=333.3$ nm. For $\mu=0.4$ the integrals are $I_1(1)=2.051$, $I_0(2)=3.122$ and $I_2(2)=3.727$. Hence $R_p=333.3/2.051=162.5$ nm, and (\ref{bare}) gives $\Delta R_p=67.4$ nm. For $\mu=2.5$, $I_1(1)=3.642$ and $I_2(2)=6.902$, while $I_0(2)$ is unchanged; the results are 91.5 and 63.5 nm. The mean path is $100/0.542=184$ nm, so the ratios $R_p/\langle S\rangle$ are 0.88 and 0.50. The soft-collision estimate gives 0.83 and 0.44, too low by about 5 and 10 percent of the model ratios.

With electronic loss, set $w=\sqrt{E/E_0}$ and approximate $M_l^n$ by $(E/A)^n$ times a polynomial $\sum_jc_jw^j$. The coefficients are fitted over the whole interval rather than found by matching powers of $w$: since $I_l(s)$ grows only as $\sqrt s$ at large $s$, the infinite series obtained by matching diverges. It is asymptotic: for these parameters its terms for $R_p$ drop below $10^{-5}$ nm near $j=45$ before they grow, and twenty terms already give the tabulated ranges. By (\ref{power}), division by $(E/A)^{n-1}$ gives
\begin{equation}
\sum_jc_jw^j\left[I_l\!\left(n+\tfrac j2\right)+\frac{k\sqrt{E_0}}A\left(n+\tfrac j2\right)w\right]=\frac{Q_l^n}{(E/A)^{n-1}} .
\end{equation}
A polynomial of degree 14 was made to satisfy this at 15 Chebyshev points in $0<w<1$, order by order, with the integrals evaluated by Gauss--Legendre quadrature. At 100 keV:

\begin{center}
\begin{tabular}{lrr}
 & $\mu=0.4$ & $\mu=2.5$\\
$\langle S\rangle$ (nm) & 147.0 & 147.0\\
$R_p$ (nm) & 131.7 & 79.3\\
$\Delta R_p$ (nm) & 46.8 & 48.5\\
$\Delta R_\perp$ (nm) & 31.2 & 45.7\\
skewness & 0.17 & 0.21\\
kurtosis & 2.66 & 2.77
\end{tabular}
\end{center}

Skewness and kurtosis are the third and fourth central moments divided by $\Delta R_p^3$ and $\Delta R_p^4$; a Gaussian has 0 and 3. The positive skewness belongs to the small electronic share chosen here. If $k$ is raised until electronic and nuclear stopping are equal at $E_0$, the skewness is $-0.13$ for $\mu=0.4$ and $-0.07$ for $\mu=2.5$; at a ratio of 5 it is $-0.87$ and $-0.83$. Deflection reduces the mean depth to 0.90 of the path for the heavy ion and 0.54 for the light one. Their straggling is nearly equal, but relative to $R_p$ it is 0.36 and 0.61. The light ion spreads almost as far sideways as in depth.

From 25 to 100 keV the heavy ion's range grows from 36.3 to 131.7 nm, a factor 3.6 instead of 4. By (\ref{scaling}) the factor would be 4 at $k=0$, so the shortfall is due to electronic loss. At $45^\circ$ tilt the heavy ion's mean depth is $131.7/\sqrt2=93.1$ nm and its straggling is $[(46.8^2+31.2^2)/2]^{1/2}=39.8$ nm. Its skewness rises to 0.33, whereas that of the light ion falls slightly, to 0.20.

The infinite medium is a poorer description of a target with a surface for the light ion. A simulation followed 120\,000 ions of each kind at normal incidence, collision by collision, down to $3\times10^{-4}E_0$. It omitted transfers below $0.004E$, which carry a fraction $\sqrt{0.004/\gamma}=0.07$ of the nuclear stopping. This omission raises the light ion's $R_p$ in the hierarchy from 79.3 to 85.0 nm. In the simulation 4.9 percent of the light ions reached $x<0$ at some time, and 4.2 percent came to rest there. For the heavy ion both shares round to 0.00 percent. With a real surface at $x=0$, ions that cross it would leave the target. For the light ion the moments of the retained ions would then differ from those of the hierarchy; for the heavy ion, which almost never crosses in this model, the difference is negligible. The shares grow with tilt: at $45^\circ$ about 13 percent of the light ions and about 0.1 percent of the heavy ions cross the plane of entry.
